# Why Mulliken populations are not probabilities between zero and two

## Question

I have been reading the Mulliken population of an orbital on an atom as twice the probability that an electron of the pair is found there. On that reading it must lie between 0 and 2. Now I have a calculation with a slightly negative population, and the partner function holds more than its share. The coefficients are normalized and the total is right.

Is this a numerical fault, or can it happen in a correct ground state? I was also told that a complete basis placed on one atom gives that atom all the electrons. Surely a complete basis should give the best charges?

## Answer

It need not be a fault. A Mulliken population is a share of a sum that contains overlap terms, and such a share can have either sign. Two basis functions are enough to show this.

### What is being divided

Take real, normalized functions $a$ on atom A and $b$ on atom B, with overlap $s=\langle a|b\rangle$ and $0<|s|<1$. Put $n$ electrons into the orbital $\psi=c_a a+c_b b$, where $n=2$ for a filled orbital. Normalization requires

$$c_a^2+c_b^2+2s\,c_ac_b=1 .$$

Multiplied by $n$, this is the electron count. The squares belong to one function each, but the cross term belongs to both. Mulliken's convention gives half of it to each side:

$$q_a=n(c_a^2+s\,c_ac_b),\qquad q_b=n(c_b^2+s\,c_ac_b),\qquad q_a+q_b=n .$$

Since $\langle b|\psi\rangle=s\,c_a+c_b$, the second population is also

$$q_b=n\,c_b\,\langle b|\psi\rangle .$$

In an orthonormal basis the coefficient equals the projection, so the product is a square and $q_b/n$ is the probability of finding an electron in the state $b$. With overlap, coefficient and projection are different numbers and may have opposite signs. For $s>0$ and $t=c_b/c_a$,

$$q_b=n\,c_a^2\,t(t+s),$$

which is negative when $-s<t<0$: the orbital contains a little of $b$ with a minus sign, while its projection on $b$ is still positive because of the large $a$ part.

### How far outside the interval it can go

For $n=2$, we need the extremes of $q_a/2=c_a^2+s\,c_ac_b$ at fixed norm. Write this as $c^TMc$ and the norm as $c^TSc=1$, with

$$M=\begin{pmatrix}1&s/2\\ s/2&0\end{pmatrix},\qquad S=\begin{pmatrix}1&s\\ s&1\end{pmatrix}.$$

A Lagrange multiplier gives $Mc=\lambda Sc$. Multiplying from the left by $c^T$ shows that $\lambda=q_a/2$ at the extremum. The determinant condition is

$$(1-\lambda)(-\lambda)-s^2\left(\tfrac12-\lambda\right)^2=0 .$$

With $\lambda=\tfrac12+\mu$, the first product is $(\tfrac12-\mu)(-\tfrac12-\mu)=\mu^2-\tfrac14$, so $\mu^2(1-s^2)=\tfrac14$. Let $D=\sqrt{1-s^2}$. Then

$$\lambda_\pm=\frac12\left(1\pm\frac1D\right),\qquad 1-\frac1D\;\le\; q_a\;\le\;1+\frac1D .$$

Since $D<1$, this range exceeds $[0,2]$ for every nonzero overlap. It shrinks to $[0,2]$ as $s\to0$ and diverges as $|s|\to1$.

Filling both orbitals of the model partly does not widen it. For two orthonormal orbitals, the values $x_i=c^TMc$ add up to $\lambda_++\lambda_-=1$. With occupations $n_i$ between 0 and 2, $q_a=n_1x_1+n_2(1-x_1)$. This is linear in each occupation, so its extremes lie at occupations 0 or 2, where it equals $0$, $2$, $2x_1$ or $2(1-x_1)$. All four lie in the range above.

The second row of $Mc=\lambda_+Sc$ gives the orbital at the upper limit:

$$\frac{s}{2}c_a=\lambda_+(s\,c_a+c_b)\;\Rightarrow\;\frac{c_b}{c_a}=\frac{s(\frac12-\lambda_+)}{\lambda_+}=-\frac{s}{1+D}.$$

This is the function $a$ after Löwdin's symmetric orthogonalization. Indeed $S^2=2S-D^2\mathbf 1$, so $(S+D\mathbf 1)^2=(2+2D)S$ and $S^{1/2}=(S+D\mathbf 1)/\sqrt{2+2D}$. The first column of its inverse is proportional to $(1+D,\,-s)$, which has the ratio just found. Löwdin populations, $n\,[(S^{1/2}c)_i]^2$, are therefore $(2,0)$ for the very orbital whose Mulliken populations are most extreme.

For numbers, take two equal s-type Gaussians $\propto e^{-\alpha r^2}$ with $\alpha=0.40$ Å$^{-2}$, a distance $R=1.00$ Å apart. Then $s=e^{-\alpha R^2/2}=0.8187$, $D=0.5742$, and the range is $-0.742$ to $2.742$ electrons. The extremal orbital has $c_a=1.5451$ and $c_b=-0.8036$. The squares contribute 4.775 and 1.292 electrons and the overlap term $-4.066$, half to each side:

$$q_a=4.775-2.033=2.742,\qquad q_b\approx1.292-2.033\approx-0.74 .$$

A real probability stays positive: each electron has probability 0.088 of being in the half-space nearer to B.

### Can a ground state do this?

Let $e_a$, $e_b$ and $h$ be the matrix elements $\langle a|H|a\rangle$, $\langle b|H|b\rangle$ and $\langle a|H|b\rangle$ of a real one-electron Hamiltonian. Replace $b$ by $b'=(b-s\,a)/D$, which is normalized and orthogonal to $a$. Then

$$\psi=\langle a|\psi\rangle\,a+D\,c_b\,b',\qquad \langle a|H|b'\rangle=\frac{h-s\,e_a}{D}.$$

In an orthonormal pair with nonzero coupling, the two ground-state coefficients have a product opposite in sign to the coupling; otherwise reversing one of them would lower the energy. Hence $c_b\langle a|\psi\rangle$ has the sign of $s\,e_a-h$. Exchanging the roles of $a$ and $b$, $c_a\langle b|\psi\rangle$ has the sign of $s\,e_b-h$. The product of these two quantities is $c_a\langle a|\psi\rangle\,c_b\langle b|\psi\rangle=q_aq_b/n^2$, so

$$\operatorname{sign}(q_aq_b)=\operatorname{sign}\big[(s\,e_a-h)(s\,e_b-h)\big].$$

For a nondegenerate ground state of this model, one population is negative if and only if $h$ lies strictly between $s\,e_a$ and $s\,e_b$. Moving the energy zero by $C$ adds $sC$ to all three quantities, so the criterion does not depend on that choice. For an electron pair in a closed-shell mean-field calculation, the same criterion applies with $H$ replaced by the converged Fock operator, provided the pair occupies its lowest orbital and that orbital is nondegenerate.

The negative population belongs to the function of higher energy. Let $e_a<e_b$ and move $h$ through the interval towards $s\,e_a$. No population passes through zero on the way, so the negative one cannot change places. At the end $a$ and $b'$ decouple, and

$$\langle b'|H|b'\rangle-e_a=\frac{e_b-2sh+s^2e_a}{D^2}-e_a=\frac{e_b-e_a}{D^2}>0 .$$

The ground state is then $a$ itself, with $q_a=n$. The negative population was therefore $q_b$. The criterion also held in a test on 4000 random two-function Hamiltonians.

If $s>0$ and $h$ lies below both $s\,e_a$ and $s\,e_b$, both coefficients have the same sign and both populations are positive. In that regime the probability reading meets no visible contradiction.

### A hydrogen atom with electrons "missing" from an empty site

Put a proton at A, nothing at B, and one electron in the two Gaussians. The nucleus is fixed and the treatment is nonrelativistic. In atomic units the elements follow from two facts.

- Acting on a Gaussian centred at B, $-\tfrac12\nabla^2$ gives the factor $3\alpha-2\alpha^2r_B^2$. The product $ab$ is a Gaussian of exponent $2\alpha$ at the midpoint, where the mean of $r_B^2$ is $3/(4\alpha)+R^2/4$. The kinetic element is therefore $s(\tfrac32\alpha-\tfrac12\alpha^2R^2)$.
- A unit Gaussian charge of exponent $p$ has the potential $\operatorname{erf}(\sqrt p\,d)/d$ at distance $d$, as differentiating $d$ times the potential twice and comparing with Poisson's equation confirms.

With $p=2\alpha$ and $d=0,\,R,\,R/2$,

$$e_a=\tfrac32\alpha-2\sqrt{\tfrac{2\alpha}{\pi}},\qquad e_b=\tfrac32\alpha-\frac{\operatorname{erf}(\sqrt{2\alpha}R)}{R},$$

$$h=s\left[\tfrac32\alpha-\tfrac12\alpha^2R^2-\frac{2\operatorname{erf}(\sqrt{\alpha/2}\,R)}{R}\right].$$

For $\alpha=0.40$ Å$^{-2}$ and $R=1.00$ Å, $s\,e_a=-8.155$ eV, $h=-7.907$ eV and $s\,e_b=-5.619$ eV. The coupling lies between the other two. The ground state has $c_a=1.0740$ and $c_b=-0.0920$, so for one electron

$$q_b=0.0085-0.8187\times1.0740\times0.0920\approx-0.072,\qquad q_a\approx1.072 .$$

This is the correct variational ground state in its basis. Adding $b$ lowers the energy from $-9.961$ to $-9.984$ eV. The basis is deliberately poor, since the exact energy is $-13.606$ eV. In this basis the probability of finding the electron in the half-space of B is 0.229. For the exact 1s orbital it is $\tfrac12e^{-R}(1+R/2)=0.147$, with $R$ in bohr. The population is not converged either: adding one s Gaussian of exponent $4\alpha$ on A turns $q_b$ into $+0.011$, and with ten even-tempered s Gaussians on A beside $b$ (energy $-13.605$ eV) it falls below $10^{-4}$ in size. The value $-0.072$ belongs to this two-function basis, not to the hydrogen atom.

The origin of the sign can be traced for small $R$. Using $\operatorname{erf}x\approx\frac{2}{\sqrt\pi}(x-x^3/3)$, to leading order

$$h-s\,e_a\approx sR^2\left[\frac{4}{3\sqrt\pi}\left(\frac{\alpha}{2}\right)^{3/2}-\frac{\alpha^2}{2}\right],$$

which is positive for $\alpha<8/(9\pi)$. The same expansion, with $(2\alpha)^{3/2}=8(\alpha/2)^{3/2}$, gives $s\,e_b-h\approx sR^2\left[\frac{4}{\sqrt\pi}\left(\frac{\alpha}{2}\right)^{3/2}+\frac{\alpha^2}{2}\right]$, which is positive for any $\alpha$. Setting $de_a/d\alpha=\tfrac32-\sqrt{2/(\pi\alpha)}$ to zero shows that $8/(9\pi)$ is also the best exponent for a single Gaussian, 1.010 Å$^{-2}$. For small $R$, then, a function more diffuse than this optimum is improved by subtracting some of its neighbour, and the subtraction appears as a negative population. At large $R$ this fails: the term $-\tfrac12\alpha^2R^2$ in $h$ dominates, $h$ falls below $s\,e_a$, and both populations are positive.

A more compact pair, with $\alpha=1.50$ Å$^{-2}$ and again $R=1.00$ Å, gives the opposite sign. Now $h=-6.553$ eV lies below both $s\,e_a=-5.195$ eV and $s\,e_b=1.394$ eV, and the empty site receives $+0.048$ electrons. At this distance the sign changes near $\alpha=0.80$ Å$^{-2}$, below the best single exponent, so the small-$R$ rule is only a rough guide here. The sign reflects how the energy minimum combines two overlapping functions, not charge residing at B.

### The complete basis on one atom

Return to the first pair of Gaussians and put two electrons in the bonding orbital $\psi=(a+b)/\sqrt{2+2s}$. By symmetry its populations are $(1,1)$. We now rebuild it from functions on A alone.

Let $z$ run from A to B, and let $\phi_k$ be the oscillator functions on A: $\phi_0=a$ and $\phi_k=H_k(x)\,a/\sqrt{2^kk!}$, with $x=\sqrt{2\alpha}\,z$ and $H_k$ the Hermite polynomials. Define $\beta^2=\alpha R^2$. Then

$$b=a\,e^{2\alpha Rz-\alpha R^2}=a\,e^{-\beta^2/2}\,e^{2xt-t^2},\qquad t=\frac{\beta}{\sqrt2}.$$

The generating function $e^{2xt-t^2}=\sum_kH_k(x)t^k/k!$ turns this into

$$b=e^{-\beta^2/2}\sum_{k=0}^{\infty}\frac{\beta^k}{\sqrt{k!}}\,\phi_k .$$

The first $N$ functions miss the part of $b$ with squared norm

$$\tau_N=1-e^{-\beta^2}\sum_{k=0}^{N-1}\frac{\beta^{2k}}{k!},$$

which tends to zero. Since $a$ is represented exactly, $\psi$ loses only the weight $w_N=\tau_N/(2+2s)$. Let $\psi_N$ be its normalized projection, so that $\langle\psi|\psi_N\rangle^2=1-w_N$. For two electrons the displaced charge is half of $\int|2\psi^2-2\psi_N^2|$, and the Cauchy–Schwarz inequality gives

$$\int|\psi^2-\psi_N^2|\,d^3r\le\|\psi-\psi_N\|\,\|\psi+\psi_N\|=2\sqrt{w_N}.$$

Here $\beta^2=0.40$. With $N=4$ the displaced charge is 0.017 electrons, and with $N=8$ it is $5.6\times10^{-5}$. Yet $\psi_N$ has populations $(2,0)$ for every $N$, because B owns no functions. The density converges to the symmetric one while the assignment stays entirely one-sided. Löwdin populations do the same here, although they stay within $[0,2]$.

So what you were told is true when all basis functions sit on one atom. Completeness guarantees the density, not a division of it between atoms.

### Keeping functions on both atoms

Suppose $b$ is kept beside the $N$ functions on A. An atomic population is now the sum over that atom's functions. Write $b=\sqrt{1-\tau_N}\,g+\sqrt{\tau_N}\,g_\perp$, with $g$ a normalized combination of functions on A and $g_\perp$ orthogonal to all of them. The pair $g,b$ is the two-function model with $s^2=1-\tau_N$. Any other A component, orthogonal to $g$, adds equally to $q_A/2$ and to the norm, so it brings in only the eigenvalue $\lambda=1$, inside the earlier range. Therefore

$$1-\frac{1}{\sqrt{\tau_N}}\le q_A\le1+\frac{1}{\sqrt{\tau_N}} .$$

For $N=4$ this allows roughly $-35$ to $37$ electrons on A from a single pair. These are limits over all orbitals, not values that a ground state must take. A less extreme case is already telling: $\psi$ and $\psi_N$ both belong to this basis, with nearly equal densities but populations $(1,1)$ and $(2,0)$.

In the limit $N\to\infty$, $b$ can itself be written with functions on A. One may then give $b$ any coefficient $y$ in $\psi$ and compensate on A, which yields $q_B=2y\langle b|\psi\rangle$. Since $\langle b|\psi\rangle=\sqrt{(1+s)/2}\neq0$, every value of $q_B$ is available for the same orbital.

For your calculation, a slightly negative population with a correct total is therefore no evidence of an error, though it does not prove the calculation right either. If you want a probability, choose a region of space, integrate the orbital's density over it and divide by the number of electrons $n$. The result depends on the region, but it cannot be negative, and it converges as the density does. The numerical output below gives the remaining values.

## Computed results

```
exponent alpha = 0.40 1/angstrom^2
distance R = 1.00 angstrom
overlap s = 0.8187
sqrt(1-s^2) = 0.5742
population range, 2 electrons: -0.7416 to 2.7416
Extremal orbital (Loewdin-orthogonalized a), 2 electrons:
  c_a = 1.5451, c_b = -0.8036
  projection <b|psi> = 0.4614
  net parts 2c_a^2 = 4.7749, 2c_b^2 = 1.2916 electrons
  overlap part 4 s c_a c_b = -4.0665 electrons
  Mulliken q_a = 2.7416, q_b = -0.7416 electrons
  Loewdin q_a = 2.0000, q_b = 0.0000 electrons
  probability per electron, half-space of B = 0.0882
Random Hamiltonians: 623 of 4000 ground states have a negative population
Hydrogen atom at A, empty site at B, 1 electron:
  best single exponent = 1.0104 1/angstrom^2
  exact energy, fixed nucleus = -13.6057 eV
  diffuse pair, exponent 0.40 1/angstrom^2, overlap 0.8187
    e_a = -9.9609, e_b = -6.8627, h = -7.9066 eV
    s*e_a = -8.1553, s*e_b = -5.6187 eV
    ground energy = -9.9838 eV, c_a = 1.0740, c_b = -0.0920
    q_a = 1.0725, q_b = -0.0725 electrons
  compact pair, exponent 1.50 1/angstrom^2, overlap 0.4724
    e_a = -10.9979, e_b = 2.9513, h = -6.5525 eV
    s*e_a = -5.1950, s*e_b = 1.3941 eV
    ground energy = -11.1181 eV, c_a = 0.9553, c_b = 0.0883
    q_a = 0.9524, q_b = 0.0476 electrons
  diffuse pair: probability in half-space of B = 0.2293
Bonding orbital in {a,b}: q_a = 1.0000, q_b = 1.0000 electrons
beta^2 = 0.4000
N functions on A: tau_N | lost weight | displaced electrons
  N=1: 3.297e-01 | 9.063e-02 | 4.780e-01
  N=2: 6.155e-02 | 1.692e-02 | 1.825e-01
  N=4: 7.763e-04 | 2.134e-04 | 1.740e-02
  N=6: 4.043e-06 | 1.111e-06 | 1.132e-03
  N=8: 1.140e-08 | 3.134e-09 | 5.581e-05
N functions on A plus b: q_A of two-centre orbital | of one-centre orbital | range of q_A (electrons)
  N=1: 1.0000 | 2.0000 | -0.74 to 2.74
  N=2: 1.0000 | 2.0000 | -3.03 to 5.03
  N=4: 1.0000 | 2.0000 | -34.89 to 36.89
  N=6: 1.0000 | 2.0000 | -496.35 to 498.35
  N=8: 1.0000 | 2.0000 | -9364.98 to 9366.98
```
